Why Carbon Tends to Avoid the Centre in Sigma-Bond Metathesis

**Three hydrogens and a metal**

Let a metal hydride exchange its hydrogen with H₂:

M–Hᵃ + Hᶜ–Hᵇ → M–Hᵇ + Hᶜ–Hᵃ

Halfway, the atoms form a kite. The metal M and the central atom c face each other across it, and the outer atoms a and b sit at the two remaining corners. In the simplest picture, atom c is bonded to both outer atoms and to the metal not at all. The question is what an atom must be able to do to occupy that place.

Give each atom one orbital and fill the four orbitals with four electrons, two from each bond. Set all orbital energies to zero and neglect overlap for now, except as a measure of coupling. The Hamiltonian element is −t between c and each outer atom. The metal is d⁰, and its reacting d orbital has opposite signs towards a and b, so its elements are −m and +m. Combine the outer orbitals:

g = (a + b)/√2,  u = (a − b)/√2

The central 1s orbital couples to g with strength (t + t)/√2 = √2 t, and to u with (t − t)/√2 = 0. The metal orbital does the reverse: √2 m to u, zero to g. The problem splits into two pairs with levels ±√2 t and ±√2 m. Four electrons fill the two negative levels:

E(kite) = −2√2 (t + m)

Before reaction there are two ordinary bonds, with couplings t₀ and m₀:

E(start) = −2(t₀ + m₀)

The central half therefore keeps its energy when √2 t = t₀, that is, when

ρ = t/t₀ = 1/√2 ≈ 0.707

Each of the two partial bonds must retain 71% of the coupling of the full bond. The rule also holds when c, M and the outer pair have different orbital energies, provided a and b share the same one. The pair (g, c) has the same two energies on its diagonal as the original pair (b, c), and √2 t replaces t₀ off the diagonal, so equal couplings give equal levels. Overlap between neighbours changes nothing either, since it too is multiplied by √2. Overlap between a and b would break the rule.

A 1s orbital is spherical, so its overlap depends on distance alone. With H–H stretched from 0.074 to 0.095 nm on both sides, ρ = 0.853. Hydrogen passes, whatever the angle between its neighbours.

**A methyl lobe in the same place**

Write the reacting orbital of methyl as a lobe with s weight w:

χ = √w s + √(1−w) p

Let a hydrogen lie at angle φ from the lobe axis. Resolve p into cos φ times a p orbital along the C–H line and sin φ times one perpendicular to it. The perpendicular one changes sign across a plane containing the line, the 1s orbital does not, and their overlap vanishes. Hence

S(φ) = √w Sₛ + √(1−w) Sₚ cos φ

For two partners separated by an angle θ, a lobe on the bisector has φ = θ/2 to each. Small θ costs little. As θ approaches 180° the p contribution disappears and only the s part is left.

I take Slater orbitals with exponents 1.6 (carbon) and 1.0 (hydrogen) in inverse bohr, and w = 1/4. At the full C–H length of 0.109 nm, Sₛ = 0.576 and Sₚ = 0.472, so

S₀ = 0.5 × 0.576 + 0.866 × 0.472 = 0.697

At the stretched length of 0.135 nm, Sₛ = 0.443 and Sₚ = 0.404. With a central angle of 150°,

S(75°) = 0.5 × 0.443 + 0.866 × 0.404 × 0.259 = 0.312

Couplings are taken proportional to overlaps, so ρ = 0.312/0.697 = 0.448. This is far below 0.707.

**The same bond with carbon at the outer corner**

Now keep the C–H length and exchange the roles: hydrogen in the centre, methyls outside, as in M–CH₃ + H–CH₃. With M–C = 0.23 nm, the distance from the metal to the central hydrogen is

0.135 cos 75° + √[0.23² − (0.135 sin 75°)²] = 0.2244 nm

and the law of cosines gives the angle at the outer carbon:

cos α = (0.135² + 0.23² − 0.2244²)/(2 × 0.135 × 0.23),  α = 70.5°

The carbon's two partners, metal and hydrogen, now lie on the same side of it. A lobe on their bisector is only about 35° away from each. Its overlap with hydrogen is

0.5 × 0.443 + 0.866 × 0.404 × cos 35.25° = 0.507

so ρ = 0.728, just above break-even. The difference between 0.448 and 0.728 comes from the angle, since the bond and its length are the same.

The dividing angle follows from setting S(θ*/2) = S₀/√2:

cos(θ*/2) = [S₀/√2 − √w Sₛ]/[√(1−w) Sₚ]

At the stretched length θ* = 78°, and without any stretching it is 120°. A central corner of 150° fails in both cases. The outer corner passes with only 8° to spare at the stretched length, so a partial bond longer than about 0.139 nm would put it too below break-even.

To turn this into energy, set the metal half to break-even in every structure, √2 m = m₀. This is an imposed comparison: the overlap of the lobe with the metal is not calculated. Then

ΔE = −2√2(t + m) + 2(t₀ + m₀) = 2t₀(1 − √2 ρ)

With 2t₀ = 4.5 eV, a rough strength for both H–H and C–H bonds:

- H/H/H: 4.5(1 − 1.414 × 0.853) = −0.93 eV
- CH₃/H/CH₃: 4.5(1 − 1.414 × 0.728) = −0.13 eV
- H/CH₃/H: 4.5(1 − 1.414 × 0.448) = +1.65 eV

With each kite measured from its own reactants, the penalty for placing carbon in the centre is 1.78 eV. This value rests on giving carbon the same 150° as hydrogen. At 120° it is 1.01 eV, and it vanishes near 70°, if the metal half is still held at break-even; how a narrower kite changes the metal's coupling is not calculated. The negative values are not predictions of stable complexes, because repulsion between filled orbitals is still missing.

**Could the lobe simply turn to one side?**

A tilted lobe has unequal couplings t₁ and t₂. Arrange the couplings of the outer atoms (rows) to the central and metal orbitals (columns) in a matrix:

B = [[t₁, m], [t₂, −m]]

There are no couplings within either set, so the levels are ±σ₁ and ±σ₂, where σ₁ and σ₂ are the singular values of B. They obey

σ₁² + σ₂² = t₁² + t₂² + 2m²,  σ₁σ₂ = |det B| = m|t₁ + t₂|

Since E = −2(σ₁ + σ₂), squaring the sum gives

E = −2√[t₁² + t₂² + 2m² + 2m|t₁ + t₂|]

Let A and P be the s and p parts of the carbon coupling, and δ the tilt from the bisector:

t₁ = A + P cos(θ/2 − δ),  t₂ = A + P cos(θ/2 + δ)

Then

t₁ + t₂ = 2A + 2P cos(θ/2) cos δ

t₁² + t₂² = 2A² + 4AP cos(θ/2) cos δ + P²(1 + cos θ cos 2δ)

Expanding with cos δ ≈ 1 − δ²/2 and cos 2δ ≈ 1 − 2δ², the expression under the root changes by

2Pδ²[−P cos θ − (A + m) cos(θ/2)]

The stretched overlaps give A = 2.25 × 0.5 × 0.443/0.697 = 0.72 eV and P = 2.25 × 0.866 × 0.404/0.697 = 1.13 eV. For the metal I take m₀ = 1.25 eV, half of a rough bond strength of 2.5 eV, so m = m₀/√2 = 0.88 eV. The bracket is then 0.98 − 0.41 > 0, in eV. Tilting lowers the energy, and with the nuclei fixed, pointing at one neighbour is 0.25 eV better than sitting on the bisector.

This does not remove the difficulty. In the exchange the lobe starts on one neighbour and ends on the other. If it keeps its identity, it must cross the mirror plane between them. There its couplings are equal, and among all directions in that plane the bisector makes the smallest angle with both neighbours. In the symmetric kite, 0.448 is thus the best crossing for this sp³ lobe. A hydrogen 1s orbital has nothing to turn.

**The route that overlap leaves open**

Methyl can instead flatten and invert, using a p orbital along the line between the outer atoms. Each neighbour lies 15° off this axis, so each coupling has magnitude

q = 2.25 × (0.404 cos 15°)/0.697 = 1.26 eV

The signs are opposite: t₁ = q, t₂ = −q. Directional overlap is now good on both sides. But t₁ + t₂ = 0, so the cross term with the sign-changing d orbital vanishes. Central carbon and metal compete for the same combination u, and g is left nonbonding:

E = −2√(2q² + 2m²) = −4.35 eV

The start is at −2(2.25 + 1.25) = −7.00 eV. The three other C–H bonds gain 0.41 eV on becoming sp², so the net cost is 2.24 eV.

If the metal instead offers an orbital with equal signs towards a and b, it takes g while carbon takes u. The energy returns to −2√2(q + m), and the cost falls to 0.53 eV, well below the retention route. Central hydrogen has the opposite requirement: giving its metal an orbital without the sign change costs 1.87 eV in CH₃/H/CH₃.

Directional overlap therefore does not forbid central carbon in general. It disfavours central carbon that retains its configuration. Both routes also face a problem of space. In the kite with M–H = 0.20 nm, the central carbon is 0.187 nm from the metal, closer than the 0.23 nm assumed for an M–C bond. That short distance burdens the retained methyl as well, but the flat one also brings its hydrogens near the metal. Even with the flat methyl turned as favourably as possible about its p axis, its nearest hydrogen is 0.162 nm from the metal. The retained methyl is crowded in another way: even in its best rotation its hydrogens come within 0.097 nm of the outer hydrogens, against 0.162 nm for the flat one. Repulsion is not calculated here, and these distances give no ground for expecting it to favour retention over inversion.

**How much of the penalty survives**

Of the omissions estimated here, overlap has the largest effect. With off-diagonal elements −κS, a bonding level of two equal orbitals obeys −E = κS + ES, so

E = −κS/(1 + S)

This saturates as S grows, so lost overlap costs less than the linear estimate. Fixing κ = 5.48 eV by the same 4.5 eV bond and using √2 S in the kite, the central halves change by −0.08 eV (hydrogen central) and +1.14 eV (carbon central), a penalty of 1.22 eV. Including overlap between the outer orbitals, which is 0.17 for two methyl lobes and 0.10 for two hydrogens, reduces it to 1.08 eV.

Two further effects help carbon. A central carbon can put more s character into its reacting lobe, but its other C–H bonds then lose some; the best compromise, w = 0.42, gains 0.12 eV, with the outer methyls of the competing kite held at w = 1/4. An empty symmetric metal orbital, coupled to the central atom by 1.25 eV, stabilizes carbon by 0.94 eV and hydrogen by 0.63 eV, a difference of 0.31 eV. Simply adding these separately estimated effects leaves about 0.65 eV. The equal coupling is an assumption that favours hydrogen: the carbon lobe points at the metal from 0.187 nm, while the central hydrogen is 0.224 nm away, and a carbon coupling of 1.70 eV instead of 1.25 eV would remove the remainder entirely. Scaling the p coupling by 0.7 or 1.3 relative to s leaves central carbon at ρ = 0.50 or 0.41, still below break-even.

**Beside real precursors**

The parameters are rough values for d⁰ early-metal alkyls and hydrides near 500 K, a plausible deposition temperature. In sigma-bond metathesis with H₂ only hydrogen can take the central place, since the central atom comes from the incoming bond. A C–H bond offers a choice, and there the model, at a central angle of 150°, favours hydrogen over a methyl group that keeps its configuration. For M–H + CH₄ the two choices are the kites H/H/CH₃ and H/CH₃/H. With t₁ = 1.92 eV and t₂ = 1.64 eV for the first, taken from the kites H/H/H and CH₃/H/CH₃, the square-root formula for unequal couplings puts it 2.19 eV below the second. Including overlap makes this difference smaller but does not reverse it. The 1.78 eV found earlier compares kites with different reactants, so the Boltzmann factors below give a scale, not a ratio of products. At 500 K, kT = 0.043 eV, and the simple penalty of 1.78 eV corresponds to a Boltzmann factor of 10⁻¹⁸. The corrected 0.65 eV gives 3 × 10⁻⁷. The roughly eleven orders of magnitude between them show that the model does not fix the size of the preference, and even its sign depends on the imposed angle and on the assumed coupling to the empty metal orbital. Hydrogen tunnelling, with a Wigner factor of 1.5 for a barrier wavenumber of 1200i cm⁻¹ (1.75 for a parabolic barrier, since hν/kT ≈ 3.5 is large for the Wigner form), matters little beside this. Real molecules also relax their angles, carry bulky ligands and lose entropy on meeting, so none of these energies is an activation barrier. The single-lobe picture also cannot tell carbon from silicon: a central SiH₃ lobe (exponent 1.383, Si–H stretched from 0.148 to 0.165–0.183 nm, 150°) gives ρ = 0.46–0.40, yet silicon does take the central place in d⁰ metathesis of silanes, so the angle is not by itself the cause of the real preference. For precursor design the model supports only a conditional expectation: where a d⁰ metal reacts through a compact four-centre kite and methyl inversion is blocked, exchange should pass a hydrogen, rather than a methyl group, between the outer atoms. The main values are in the numerical output.

Computed values

```
Exponents H, C: 1.0, 1.6 1/bohr
H-H bond, stretched: 0.074, 0.095 nm
C-H bond, stretched: 0.109, 0.135 nm
M-H, M-C distance: 0.20, 0.23 nm
Central angle: 150 deg
Outer angle M-C-H: 70.5 deg
Couplings t0, m0: 2.25, 1.25 eV
C-H bond S_s, S_p: 0.5757, 0.4723
C-H stretched S_s, S_p: 0.4431, 0.4040
Full sp3-H overlap S0: 0.6968
Full H-H overlap S0: 0.7534
Break-even rho: 0.7071
H/H/H: rho 0.8531, change -0.929 eV
CH3/H/CH3: rho 0.7280, change -0.133 eV
H/CH3/H: rho 0.4479, change +1.650 eV
Critical angle, no stretch: 119.9 deg
Critical angle, stretched: 78.4 deg
Penalty for central carbon: 1.783 eV
kT at 500 K: 0.0431 eV
Boltzmann factor of penalty: 1.1e-18
Bisector above lobe at neighbour: 0.247 eV
Cost, metal orbital without sign change: 1.869 eV
Neglected effects:
H/H/H: outer-outer overlap 0.2643
H/H/H: change with overlap -0.170 eV
CH3/H/CH3: outer-outer overlap 0.1657
CH3/H/CH3: change with overlap +0.107 eV
H/CH3/H: outer-outer overlap 0.1015
H/CH3/H: change with overlap +1.186 eV
Penalty with overlap: 1.079 eV
Rehybridization relief: 0.121 eV at w = 0.416
Acceptor gain, central H: 0.631 eV
Acceptor gain, central C: 0.941 eV
Penalty after all three: 0.649 eV
Its Boltzmann factor: 2.9e-07
p/s scale 0.7: rho outer C 0.734, central C 0.496
p/s scale 1.3: rho outer C 0.724, central C 0.414
Wigner factor at 1200i 1/cm: 1.50
Inversion route:
Change, sign-changing d only: +2.238 eV
Change, symmetric metal orbital: +0.527 eV
Spectator C-H gain included: 0.409 eV
Metal to central carbon: 0.1866 nm
Metal to nearest methyl H: 0.1623 nm
Metal to central H (CH3/H/CH3): 0.2244 nm
```
